**Cusp-limited plane waves and LAPW for a model atom**

The program compares two bases for the lowest s state of a nucleus of charge Z in a spherical cell of radius R, with augmentation radius S, N radial waves and cutoff K = (N + ½)π/R. It asserts that the unaugmented error approaches 16Z²|ψ(0)|²/(3K³), with the exact energy found separately by matching radial solutions at S. It asserts that the LAPW error falls as exp(−2μN), with μ = 2 arsinh[tan(πS/2R)], within 10% in the exponent for two sphere radii; a fit of the outer tail alone is held to the same rate for S = 1 bohr. Further assertions cover the fast convergence in a smooth Gaussian well, the agreement with three-dimensional plane waves in a cubic cell, the envelope's large deviation inside the sphere, and the fourth-power linearization error. For Z = 3, S = 1 bohr and R = 3 bohr, an error below 10⁻³ hartree takes the equivalent of about 736,000 unaugmented plane waves or 365 LAPW functions. Below 10⁻⁶ hartree the numbers are about 757 million and 1880. The LAPW counts are converted from a radial model and are estimates for a real crystal.

## Verification by program

```python
"""Cusp-limited plane waves versus LAPW for a model atom (Hartree atomic units).

Results under test, for the lowest s state of V = -Z/r + Z/S (r < S), 0 (S < r < R):
  unaugmented waves:  error -> 16 Z^2 |psi(0)|^2 / (3 K^3)
  LAPW:               error ~ exp(-2 mu N), mu = 2 asinh(tan(pi S / (2 R)))
Z: nuclear charge; S: augmentation radius; R: cell radius; N: number of waves
sin(n pi r/R); K = (N + 1/2) pi/R: cutoff; u = sqrt(4 pi) r psi, u(0) = u(R) = 0.
The LAPW rate holds up to powers of N, with the linearization energy at the eigenvalue.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import sici

mp.mp.dps = 100          # the LAPW overlap matrix is nearly singular at large N
TERMS = 90               # terms of the radial power series
Z, S, R = 3.0, 1.0, 3.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def cutoff(size):
    return (size + 0.5) * np.pi / R


# ---------- unaugmented basis ----------
def wave_hamiltonian(size, cosine_integrals):
    """Kinetic energy plus potential, from integrals of V(r) cos(j pi r/R)."""
    n = np.arange(1, size + 1)
    diff = np.abs(n[:, None] - n[None, :])
    total = n[:, None] + n[None, :]
    potential = (cosine_integrals[diff] - cosine_integrals[total]) / R
    return potential + np.diag(0.5 * (n * np.pi / R) ** 2)


def coulomb_integrals(size, radius):
    """Integrals for the nuclear potential, up to a constant that cancels."""
    x = np.arange(1, 2 * size + 1) * np.pi * radius / R
    cin = np.euler_gamma + np.log(x) - sici(x)[1]
    return np.concatenate(([Z], Z * (cin + np.sin(x) / x)))


def lowest(matrix, size):
    return eigh(matrix[:size, :size], eigvals_only=True, subset_by_index=[0, 0])[0]


# ---------- radial functions and exact energy ----------
def radial_series(radius, energy):
    """Coefficients of r^(j+1) in the regular solution and its energy derivative."""
    v = Z / radius - energy
    f, fdot = [mp.mpf(1), mp.mpf(-Z)], [mp.mpf(0), mp.mpf(0)]
    for j in range(2, TERMS):
        f.append((-2 * Z * f[j - 1] + 2 * v * f[j - 2]) / (j * (j + 1)))
        fdot.append((-2 * Z * fdot[j - 1] + 2 * v * fdot[j - 2] - 2 * f[j - 2])
                    / (j * (j + 1)))
    return f, fdot


def value_slope(coefs, r):
    r = mp.mpf(r)
    value = mp.fsum(c * r ** (j + 1) for j, c in enumerate(coefs))
    slope = mp.fsum((j + 1) * c * r ** j for j, c in enumerate(coefs))
    return value, slope


def exact_energy(radius, guess):
    """Match the inner solution to sinh(kappa (R - r)) at the sphere."""
    def mismatch(energy):
        value, slope = value_slope(radial_series(radius, energy)[0], radius)
        kappa = mp.sqrt(-2 * energy)
        arg = kappa * (R - radius)
        return slope * mp.sinh(arg) / kappa + value * mp.cosh(arg)
    return mp.findroot(mismatch, (mp.mpf(guess), mp.mpf(guess) - mp.mpf("0.001")))


def inside_integrals(f, g, radius):
    """Overlap and energy integrals of two power series over 0 < r < radius."""
    rad = mp.mpf(radius)
    power = [rad ** p for p in range(2 * TERMS + 1)]
    overlap = energy = mp.mpf(0)
    for i, fi in enumerate(f):
        for j, gj in enumerate(g):
            p = fi * gj * power[i + j + 1]
            overlap += p * rad * rad / (i + j + 3)
            energy += p * ((i + 1) * (j + 1)) / (2 * (i + j + 1))
            energy -= p * Z * rad / (i + j + 2)
    return overlap, energy + Z / rad * overlap


# ---------- LAPW ----------
def outside_cosine(j, radius):
    """Integral of cos(j pi r/R) over radius < r < R."""
    if j == 0:
        return mp.mpf(R) - radius
    q = j * mp.pi / R
    return -mp.sin(q * radius) / q


def lapw_matrices(radius, e_lin, size):
    f, fdot = radial_series(radius, e_lin)
    f0, f1 = value_slope(f, radius)
    d0, d1 = value_slope(fdot, radius)
    det = f0 * d1 - f1 * d0
    s11, h11 = inside_integrals(f, f, radius)
    s12, h12 = inside_integrals(f, fdot, radius)
    s22, h22 = inside_integrals(fdot, fdot, radius)
    k = [n * mp.pi / R for n in range(1, size + 1)]
    a, b = [], []
    for q in k:
        g0, g1 = mp.sin(q * radius), q * mp.cos(q * radius)
        a.append((g0 * d1 - g1 * d0) / det)
        b.append((f0 * g1 - f1 * g0) / det)
    cos_int = [outside_cosine(j, radius) for j in range(2 * size + 1)]
    ham, ovl = mp.matrix(size, size), mp.matrix(size, size)
    for m in range(size):
        for n in range(size):
            aa, bb = a[m] * a[n], b[m] * b[n]
            ab = a[m] * b[n] + b[m] * a[n]
            minus, plus = cos_int[abs(m - n)], cos_int[m + n + 2]
            ovl[m, n] = (minus - plus) / 2 + aa * s11 + ab * s12 + bb * s22
            ham[m, n] = (k[m] * k[n] * (minus + plus) / 4
                         + aa * h11 + ab * h12 + bb * h22)
    return ham, ovl


def lapw_ground(matrices, size, vector=False):
    ham, ovl = matrices[0][0:size, 0:size], matrices[1][0:size, 0:size]
    inv = mp.inverse(mp.cholesky(ovl))
    reduced = inv * ham * inv.T
    if not vector:
        return min(mp.eigsy(reduced, eigvals_only=True))
    energies, vectors = mp.eigsy(reduced)
    best = min(range(size), key=lambda i: energies[i])
    return inv.T * vectors[:, best]


def tail_residual(radius, kappa, size):
    """Relative squared error of the best fit of the outer tail alone."""
    length = R - mp.mpf(radius)
    g0, g1 = mp.sinh(kappa * length), -kappa * mp.cosh(kappa * length)
    norm = mp.sinh(2 * kappa * length) / (4 * kappa) - length / 2
    ovl, rhs = mp.matrix(size, size), mp.matrix(size, 1)
    cos_int = [outside_cosine(j, radius) for j in range(2 * size + 1)]
    for m in range(size):
        q = (m + 1) * mp.pi / R
        rhs[m] = (q * mp.cos(q * radius) * g0 - mp.sin(q * radius) * g1) / (q**2 + kappa**2)
        for n in range(size):
            ovl[m, n] = (cos_int[abs(m - n)] - cos_int[m + n + 2]) / 2
    sol = mp.lu_solve(ovl, rhs)
    return 1 - mp.fsum(rhs[i] * sol[i] for i in range(size)) / norm


# ---------- exact state ----------
SIZE = 900
plain = wave_hamiltonian(SIZE, coulomb_integrals(SIZE, S))
direct = quad(lambda r: 2 / R * (-Z / r + Z / S) * np.sin(3 * np.pi * r / R)
              * np.sin(5 * np.pi * r / R), 0, S)[0]
assert abs(plain[2, 4] - direct) < 1e-10

e_exact = exact_energy(S, lowest(plain, 200))
E = float(e_exact)
kappa = mp.sqrt(-2 * e_exact)
series = radial_series(S, e_exact)[0]
inner_norm = inside_integrals(series, series, S)[0]
u_sphere = value_slope(series, S)[0]
arg = kappa * (R - S)
outer_norm = (u_sphere / mp.sinh(arg)) ** 2 * (mp.sinh(2 * arg) / (4 * kappa) - (R - S) / 2)
norm = float(inner_norm + outer_norm)
density0 = 1 / (4 * np.pi * norm)
outside_share = float(outer_norm) / norm

# ---------- algebraic convergence ----------
def plain_error(size):
    return lowest(plain, size) - E


def cusp_law(size):
    return 16 * Z**2 * density0 / (3 * cutoff(size) ** 3)


err200, err800 = plain_error(200), plain_error(800)
plain_power = np.log(err800 / err200) / np.log(cutoff(800) / cutoff(200))
assert abs(err800 / cusp_law(800) - 1) < 0.03
assert abs(plain_power + 3) < 0.06

state = eigh(plain, subset_by_index=[0, 0])[1][:, 0]
k60 = 60 * np.pi / R
coef_ratio = abs(state[59]) * k60**3 / (np.sqrt(2 / R) * 2 * Z / np.sqrt(norm))
assert abs(coef_ratio - 1) < 0.02

# A smooth Gaussian well has no cusp: the slow tail must disappear.
depth, width = 12.0, 0.5
q = np.arange(401) * np.pi / R
gauss = wave_hamiltonian(200, -depth * width * np.sqrt(np.pi) / 2 * np.exp(-(q * width)**2 / 4))
gauss_ref = lowest(gauss, 200)
gauss12, gauss24 = (lowest(gauss, n) - gauss_ref for n in (12, 24))
assert gauss12 < 1e-3 * plain_error(12) and abs(gauss24) < 1e-8

# Real three-dimensional plane waves, cubic cell of equal volume, symmetric states.
volume = 4 * np.pi * R**3 / 3
K3 = cutoff(14)
g = 2 * np.pi / volume ** (1 / 3)
nmax = int(K3 / g)
line = np.arange(-nmax, nmax + 1)
G = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
G = G[(G**2).sum(axis=1) * g * g <= K3**2]
stars, label, count = np.unique(np.sort(np.abs(G), axis=1), axis=0,
                                return_inverse=True, return_counts=True)
label = label.ravel()
qq = g * np.sqrt(np.arange(1, int(4 * K3**2 / g**2) + 3))
v_q = np.concatenate(([-4 * np.pi * Z * S**2 / (6 * volume)],
                      -4 * np.pi * Z / (volume * qq**2) * (1 - np.sin(qq * S) / (qq * S))))
cubic = np.array([np.bincount(label, v_q[((G - s)**2).sum(axis=1)], len(stars))
                  * np.sqrt(count[i] / count) for i, s in enumerate(stars)])
assert np.allclose(cubic, cubic.T, atol=1e-10)
cubic += np.diag(0.5 * g * g * (stars**2).sum(axis=1))
cubic_error = lowest(cubic, len(stars)) - E
pw_formula = volume * K3**3 / (6 * np.pi**2)
assert abs(len(G) / pw_formula - 1) < 0.03
assert abs(cubic_error / plain_error(14) - 1) < 0.10

# ---------- augmented convergence ----------
lapw = lapw_matrices(S, e_exact, 30)
lapw_error = {n: lapw_ground(lapw, n) - e_exact for n in list(range(1, 13)) + [20, 30]}
assert all(err > 0 for err in lapw_error.values())


def predicted_rate(radius):
    return 4 * np.arcsinh(np.tan(np.pi * radius / (2 * R)))


rate = float(mp.log(lapw_error[20] / lapw_error[30]) / 10)
tail_rate = float(mp.log(tail_residual(S, kappa, 20) / tail_residual(S, kappa, 30)) / 10)
assert abs(rate / predicted_rate(S) - 1) < 0.10
assert abs(tail_rate / predicted_rate(S) - 1) < 0.10

S2 = 1.5
e2 = exact_energy(S2, lowest(wave_hamiltonian(200, coulomb_integrals(200, S2)), 200))
lapw2 = lapw_matrices(S2, e2, 30)
rate2 = float(mp.log((lapw_ground(lapw2, 20) - e2) / (lapw_ground(lapw2, 30) - e2)) / 10)
assert abs(rate2 / predicted_rate(S2) - 1) < 0.10

# The envelope is accurate outside the sphere only.
env = np.array([float(c) for c in lapw_ground(lapw, 8, vector=True)])
r_in, r_out = np.linspace(0, S, 401), np.linspace(S, R, 401)
waves = np.arange(1, 9) * np.pi / R
env_in, env_out = (np.sin(np.outer(r, waves)) @ env for r in (r_in, r_out))
sign = np.sign(env_out[0])
true_in = r_in * np.polyval([float(c) for c in series[::-1]], r_in) / np.sqrt(norm)
true_out = (float(u_sphere / mp.sinh(arg)) * np.sinh(float(kappa) * (R - r_out))
            / np.sqrt(norm))
dev_in = np.sqrt(np.mean((sign * env_in - true_in) ** 2))
dev_out = np.sqrt(np.mean((sign * env_out - true_out) ** 2))
assert dev_in > 0.1 and dev_out < 0.01 * dev_in

# Displaced linearization energy: quartic residual error.
shifts = (0.05, 0.10)
floor = [float(lapw_ground(lapw_matrices(S, e_exact + d, 16), 16) - e_exact) for d in shifts]
floor_power = np.log(floor[1] / floor[0]) / np.log(shifts[1] / shifts[0])
assert abs(floor_power - 4) < 0.3


# ---------- basis sizes for given accuracy ----------
def plain_size(target):
    low, high = 1, SIZE
    assert plain_error(high) < target
    while high - low > 1:
        mid = (low + high) // 2
        if plain_error(mid) < target:
            high = mid
        else:
            low = mid
    return high


print(f"Z = {Z:.0f}, S = {S:.1f} bohr, R = {R:.1f} bohr")
print(f"exact energy: {E:.8f} hartree = {E * HARTREE_EV:.4f} eV")
print(f"kappa outside: {float(kappa):.5f} 1/bohr")
print(f"|psi(0)|^2: {density0:.5f} bohr^-3")
print(f"probability outside sphere: {outside_share:.4f}")
print(f"cusp law coefficient: {16 * Z**2 * density0 / 3:.2f} hartree bohr^-3")
print("N, K (1/bohr), error unaugmented, error LAPW (hartree):")
for n in (2, 4, 6, 8, 10, 12):
    print(f"  {n:3d} {cutoff(n):8.3f} {plain_error(n):.3e} {float(lapw_error[n]):.3e}")
print("N, K (1/bohr), error unaugmented, cusp law (hartree):")
for n in (50, 200, 800):
    print(f"  {n:3d} {cutoff(n):8.3f} {plain_error(n):.4e} {cusp_law(n):.4e}")
print(f"power of K, N = 200 to 800: {plain_power:.4f}")
print(f"wave coefficient n = 60, actual/cusp formula: {coef_ratio:.4f}")
print(f"Gaussian well: depth {depth:.0f} hartree, width {width:.1f} bohr")
print(f"Gaussian well error, N = 12: {gauss12:.2e} hartree")
print(f"cubic cell: K = {K3:.3f} 1/bohr, {len(G)} plane waves")
print(f"plane waves from volume formula: {pw_formula:.0f}")
print(f"error cubic / radial: {cubic_error:.5f} / {plain_error(14):.5f} hartree")
print(f"LAPW rate per wave, S = 1.0: {rate:.4f}, predicted {predicted_rate(S):.4f}")
print(f"tail-fit rate per wave, S = 1.0: {tail_rate:.4f}")
print(f"LAPW rate per wave, S = 1.5: {rate2:.4f}, predicted {predicted_rate(S2):.4f}")
print(f"predicted decay length in K, S = 1.0: {predicted_rate(S) * R / np.pi:.4f} bohr")
print(f"small-sphere limit 2S: {2 * S:.4f} bohr")
print(f"rms envelope error in u, N = 8, inside: {dev_in:.4f} bohr^-1/2")
print(f"rms envelope error in u, N = 8, outside: {dev_out:.2e} bohr^-1/2")
for d, err in zip(shifts, floor):
    print(f"E_l shifted by {d:.2f} hartree, N = 16: error {err:.3e} hartree")
print(f"power of the shift: {floor_power:.3f}")
for target in (1e-3, 1e-6):
    n_plain = plain_size(target)
    n_lapw = min(n for n in lapw_error if lapw_error[n] < target)
    pw = [volume * cutoff(n) ** 3 / (6 * np.pi**2) for n in (n_plain, n_lapw)]
    print(f"error below {target:.0e} hartree ({target * HARTREE_EV:.2e} eV):")
    print(f"  unaugmented N = {n_plain}, K = {cutoff(n_plain):.2f} 1/bohr, N_PW = {pw[0]:.3e}")
    print(f"  LAPW N = {n_lapw}, K = {cutoff(n_lapw):.2f} 1/bohr, N_PW = {pw[1]:.0f}")
    print(f"  ratio of plane-wave numbers: {pw[0] / pw[1]:.3e}")
print("PASS")
```

Running it gives:

```
Z = 3, S = 1.0 bohr, R = 3.0 bohr
exact energy: -1.53656268 hartree = -41.8120 eV
kappa outside: 1.75303 1/bohr
|psi(0)|^2: 8.27907 bohr^-3
probability outside sphere: 0.0817
cusp law coefficient: 397.40 hartree bohr^-3
N, K (1/bohr), error unaugmented, error LAPW (hartree):
    2    2.618 1.507e+00 3.102e-01
    4    4.712 8.871e-01 6.968e-03
    6    6.807 4.890e-01 1.148e-04
    8    8.901 2.907e-01 1.764e-06
   10   10.996 1.822e-01 2.610e-08
   12   13.090 1.196e-01 3.760e-10
N, K (1/bohr), error unaugmented, cusp law (hartree):
   50   52.883 2.5187e-03 2.6870e-03
  200  209.963 4.2325e-05 4.2933e-05
  800  838.282 6.7229e-07 6.7461e-07
power of K, N = 200 to 800: -2.9922
wave coefficient n = 60, actual/cusp formula: 0.9955
Gaussian well: depth 12 hartree, width 0.5 bohr
Gaussian well error, N = 12: 2.23e-05 hartree
cubic cell: K = 15.184 1/bohr, 6667 plane waves
plane waves from volume formula: 6686
error cubic / radial: 0.08080 / 0.08257 hartree
LAPW rate per wave, S = 1.0: 2.1593, predicted 2.1972
tail-fit rate per wave, S = 1.0: 2.2317
LAPW rate per wave, S = 1.5: 3.4797, predicted 3.5255
predicted decay length in K, S = 1.0: 2.0982 bohr
small-sphere limit 2S: 2.0000 bohr
rms envelope error in u, N = 8, inside: 0.2643 bohr^-1/2
rms envelope error in u, N = 8, outside: 9.79e-05 bohr^-1/2
E_l shifted by 0.05 hartree, N = 16: error 2.026e-08 hartree
E_l shifted by 0.10 hartree, N = 16: error 3.281e-07 hartree
power of the shift: 4.018
error below 1e-03 hartree (2.72e-02 eV):
  unaugmented N = 69, K = 72.78 1/bohr, N_PW = 7.363e+05
  LAPW N = 5, K = 5.76 1/bohr, N_PW = 365
  ratio of plane-wave numbers: 2.018e+03
error below 1e-06 hartree (2.72e-05 eV):
  unaugmented N = 701, K = 734.61 1/bohr, N_PW = 7.571e+08
  LAPW N = 9, K = 9.95 1/bohr, N_PW = 1880
  ratio of plane-wave numbers: 4.026e+05
PASS
```
